# Self-adjoint extensions of the radial Coulomb Hamiltonian for s waves

Hartree atomic units are used throughout ($\hbar=m_e=e^2/4\pi\epsilon_0=1$, lengths in bohr, energies in hartree, $E_h$). The nucleus is fixed at the origin and has charge $Z>0$. An $s$ wave is written $\Psi(\mathbf r)=u(r)/(\sqrt{4\pi}\,r)$, so that $\int|\Psi|^2d^3r=\int_0^\infty|u|^2dr$. The minimal radial operator is

$$H_0u=-\tfrac12u''-\frac Zr\,u ,\qquad u\in C_c^\infty(0,\infty)\subset L^2(0,\infty),$$

on smooth functions that vanish near $r=0$ and at large $r$. It is symmetric and says nothing about the origin. Its adjoint $H_0^*$ acts by the same expression on all $u\in L^2$ with $u,u'$ locally absolutely continuous and $-\frac12u''-Zu/r\in L^2$. The scalar product is antilinear in its first entry, and $W(f,g)=fg'-f'g$. Energies are $E=-\kappa^2/2$ with $\operatorname{Re}\kappa>0$, $\nu=Z/\kappa$, $\gamma$ is Euler's constant, and the digamma function is

$$\psi(z)=\frac{\Gamma'(z)}{\Gamma(z)}=-\gamma+\sum_{k\ge0}\Big(\frac1{k+1}-\frac1{k+z}\Big),\qquad \psi'(z)=\sum_{k\ge0}\frac1{(k+z)^2}.$$

The equation $u''=-2(E+Z/r)u$ has indicial exponents $1$ and $0$. Inserting $\varphi=\sum_{k\ge1}a_kr^k$ with $a_1=1$, $a_0=0$ gives $k(k-1)a_k=-2Za_{k-1}-2Ea_{k-2}$, so $a_2=-Z$. For the second solution take $\chi=c\,\varphi\ln(2Zr)+\sum_{k\ge0}b_kr^k$ with $b_0=1$. Since $(\varphi\ln 2Zr)''=\varphi''\ln 2Zr+2\varphi'/r-\varphi/r^2$, the logarithmic terms cancel by the equation for $\varphi$, and the power $r^{k-2}$ leaves $k(k-1)b_k=-2Zb_{k-1}-2Eb_{k-2}-c(2k-1)a_k$. For $k=1$ this reads $0=-2Z-c$, so $c=-2Z$ while $b_1$ is free; the choice $b_1=0$ fixes $\chi$, and $k=2$ gives $b_2=-E-3Z^2$. Thus

$$\varphi=r-Zr^2+\dots,\qquad \chi=1-2Zr\ln(2Zr)+O(r^2\ln r).$$

The Wronskian of two solutions is constant, and at $r\to0$ one has $\chi\varphi'\to1$, $\chi'\varphi=O(r\ln r)\to0$, so $W(\chi,\varphi)=1$. Both solutions are square integrable at the origin for every $E$. For $l\ge1$ the exponents solve $s(s-1)=l(l+1)$, the second solution behaves as $r^{-l}$ and is not square integrable, so the freedom described here belongs to $l=0$ alone.

Let $u$ be in the domain of $H_0^*$, $f=H_0^*u$, and take $\chi,\varphi$ at $E=0$. The function $u_p=2\int_0^r[\chi(r)\varphi(s)-\varphi(r)\chi(s)]f(s)\,ds$ satisfies $u_p''+2Zu_p/r=2(\chi'\varphi-\varphi'\chi)f=-2f$, so $u=u_0\chi+u_1\varphi+u_p$ with constants $u_0,u_1$. The Cauchy–Schwarz inequality gives $|\int_0^r\varphi f|\le Cr^{3/2}\|f\|$ and $|\int_0^r\chi f|\le Cr^{1/2}\|f\|$, hence $u_p=O(r^{3/2})$ and $u_p'=O(r^{1/2})$. Every such $u$ therefore obeys

$$u=u_0\,[1-2Zr\ln(2Zr)]+u_1r+o(r),\qquad u'=u_1-2Zu_0[\ln(2Zr)+1]+o(1).\tag{1}$$

The energy enters $\chi$ and $\varphi$ only at order $r^2$, so $u_0=W(u,\varphi)$ and $u_1=W(\chi,u)$ for a solution at energy $E$, with the pair taken at that energy. The derivative $u'(0)$ does not exist when $u_0\ne0$, and $u_1$ is its finite part. Writing $\ln(r/r_0)$ in place of $\ln(2Zr)$ would replace $u_1$ by $u_1-2Zu_0\ln(2Zr_0)$, so the scale in the logarithm is a convention.

At large $r$ the potential is bounded. For $u,v$ in the domain, $u''$ and $v''$ are then in $L^2(1,\infty)$, so $u'$ and $v'$ are too, and $W(\bar u,v)$ is integrable. It also has a limit at infinity because its derivative $\bar uv''-\bar u''v$ is integrable, and the limit of an integrable function is zero. Two solutions at the same $E$ that are both in $L^2(1,\infty)$ thus have zero Wronskian: at most one solution is square integrable at infinity. One such solution is constructed in (4) and is square integrable at the origin as well, so $H_0^*u=\pm iu$ each have exactly one solution in $L^2$, and the deficiency indices are $(1,1)$. Two integrations by parts, with (1) at the lower end, give

$$\langle H_0^*u,v\rangle-\langle u,H_0^*v\rangle=\tfrac12\big[W(\bar u,v)\big]_0^\infty=\tfrac12(\bar u_1v_0-\bar u_0v_1).\tag{2}$$

All pairs $(u_0,u_1)\in\mathbb C^2$ occur, since $\chi$ and $\varphi$ can be cut off smoothly at large $r$. The closure $H_0^{**}$ consists of the $v$ for which (2) vanishes for all $u$, that is $v_0=v_1=0$. A self-adjoint extension lies between $H_0^{**}$ and $H_0^*$, so it is fixed by a subspace $\Lambda\subset\mathbb C^2$ of allowed pairs, and its adjoint is fixed by the pairs that annul (2) against $\Lambda$. That second subspace has dimension $2-\dim\Lambda$, so equality needs $\dim\Lambda=1$. For a spanning vector $(a,b)$ the condition is $\bar ba=\bar ab$, so $\bar ab$ is real. The extensions are

$$H_\beta:\quad u_1=\beta u_0,\qquad \beta\in\mathbb R\cup\{\infty\},\tag{3}$$

where $\beta=\infty$ means $u_0=0$. The parameter $\beta$ is an inverse length, and $a=-1/\beta$ plays the part of a scattering length, because $u\propto1-r/a$ apart from the logarithm. It depends on the scale chosen in the logarithm. The usual Coulomb-modified scattering length $a_C$ is defined by $C_0^2k\cot\delta+2k\eta h(\eta)\to-1/a_C$ as $k\to0$, where $\delta$ is the phase shift relative to the Coulomb functions, $\eta=-Z/k$, $C_0^2=2\pi\eta/(e^{2\pi\eta}-1)$ and $h=\operatorname{Re}\psi(i\eta)-\ln|\eta|$. It has $-1/a_C=\beta+2Z(2\gamma-1)$ and agrees with $a$ only at leading order in $Za$.

For the decaying solution set $x=2\kappa r$. The equation becomes $u_{xx}=(\frac14-\nu/x)u$, and $u=xe^{-x/2}w$ turns it into $xw''+(2-x)w'-(1-\nu)w=0$. For $\operatorname{Re}\nu<1$ define

$$u_E(r)=xe^{-x/2}w(x),\qquad w(x)=\int_0^\infty e^{-xt}g(t)\,dt,\qquad g=t^{-\nu}(1+t)^{\nu},\tag{4}$$

which is $\Gamma(1-\nu)$ times the Whittaker function $W_{\nu,1/2}(x)$. Differentiating under the integral, the left side of the equation for $w$ is $\int e^{-xt}g\,[x(t^2+t)-2t-(1-\nu)]dt$. In the first term $xe^{-xt}=-\partial_te^{-xt}$ is integrated by parts. The boundary term $t^{1-\nu}(1+t)^{1+\nu}e^{-xt}$ vanishes at both ends, and $\partial_t[t^{1-\nu}(1+t)^{1+\nu}]=g\,[(1-\nu)(1+t)+(1+\nu)t]=g\,[1-\nu+2t]$ cancels the other two terms. As $w$ is bounded at large $r$, $u_E$ decays exponentially.

For small $x$ write $g=1+\nu/(1+t)+h(t)$, where $h=O(t^{-2})$ at infinity and is integrable at $0$. The first piece gives $1/x$. The second gives $\nu e^x\int_x^\infty e^{-s}ds/s=\nu(-\ln x-\gamma)+o(1)$, where one integration by parts and $\int_0^\infty e^{-s}\ln s\,ds=\Gamma'(1)=-\gamma$ are used. The third tends to $C=\int_0^\infty h\,dt$. To find $C$, consider $C(s)=\int h\,(1+t)^{-s}dt$, analytic for $\operatorname{Re}s>-1$. For $s>1$ the pieces converge separately, the first being a beta integral:

$$C(s)=\frac{\Gamma(1-\nu)\Gamma(s-1)}{\Gamma(s-\nu)}-\frac1{s-1}-\frac\nu s .$$

Both sides are analytic, so the identity may be expanded at $s=0$. There $\Gamma(s-1)=\Gamma(1+s)/[s(s-1)]=-s^{-1}[1+(1-\gamma)s+\dots]$, and $\Gamma(1-\nu)/\Gamma(s-\nu)=(s-\nu)\Gamma(1-\nu)/\Gamma(1-\nu+s)=-\nu+s[1+\nu\psi(1-\nu)]+\dots$. The product is $\nu/s-1-\nu\psi(1-\nu)+\nu(1-\gamma)+O(s)$. The term $-1/(s-1)\to1$ removes the $-1$, the poles cancel, and $C=\nu[1-\gamma-\psi(1-\nu)]$. With $e^{-x/2}=1-x/2+\dots$,

$$u_E=1-\tfrac x2-\nu x\,[\ln x+\psi(1-\nu)+2\gamma-1]+o(x).$$

Now $\nu x=2Zr$, $\ln x=\ln(2Zr)-\ln\nu$ and $x/2=\kappa r=2Zr/(2\nu)$. Comparison with (1) gives $u_0=1$ and

$$m(E)\equiv\frac{u_1}{u_0}=-2ZF(\nu),\qquad F(\nu)=\psi(1-\nu)-\ln\nu+\frac1{2\nu}+2\gamma-1 .\tag{5}$$

The restriction $\operatorname{Re}\nu<1$ is lifted by integrating (4) by parts $M$ times, raising the power of $t$:

$$w=\frac{(-1)^M}{(1-\nu)(2-\nu)\cdots(M-\nu)}\int_0^\infty t^{M-\nu}\,\partial_t^M\big[e^{-xt}(1+t)^\nu\big]dt .$$

This converges for $\operatorname{Re}\nu<M+1$, grows at most as a power of $x$, and is analytic in $\nu$ except for simple poles at $\nu=1,\dots,M$. The differential equation and the relations $W(u_E,\varphi)=1$, $W(\chi,u_E)=-2ZF$ at fixed $r$ are identities between analytic functions and persist. At $\nu=n$ the limit of $(\nu-n)u_E$ is a decaying solution with $u_0=0$ and $u_1\ne0$, because $\psi(1-\nu)$ has a pole of nonzero residue there.

A negative $E$ is an eigenvalue of $H_\beta$ exactly when the one decaying solution obeys (3), and it is then simple. For finite $\beta$ this excludes integer $\nu$ and requires $m(E)=\beta$:

$$\psi(1-\nu)-\ln\nu+\frac1{2\nu}+2\gamma-1=-\frac{\beta}{2Z},\qquad E=-\frac{Z^2}{2\nu^2}.\tag{6}$$

For $\beta=\infty$ it requires $u_0=0$, which happens for $\nu=1,2,\dots$ and nowhere else, so the levels are $-Z^2/2n^2$. Only the ratio $\beta/Z$ enters $\nu$.

For real non-integer $\nu>0$, $F'=-\psi'(1-\nu)-1/\nu-1/(2\nu^2)<0$ by the series for $\psi'$. Near an integer $n\ge1$ the term $k=n-1$ of the series for $\psi(1-\nu)$ is $-1/(n-\nu)$, so $F\to-\infty$ as $\nu\uparrow n$ and $F\to+\infty$ as $\nu\downarrow n$. As $\nu\downarrow0$ the term $1/2\nu$ sends $F\to+\infty$. On each interval $(n-1,n)$ the function falls strictly through all real values, so for every finite $\beta$ there is exactly one root $\nu_n\in(n-1,n)$. The levels interlace with the Bohr levels, $-Z^2/2(n-1)^2<E_n<-Z^2/2n^2$, with no lower bound for $n=1$, and in particular $E_1<-Z^2/2$.

The monotonicity is a statement about the norm. For decaying solutions at $E$ and $\tilde E$, $\frac{d}{dr}W(u_E,u_{\tilde E})=u_Eu_{\tilde E}''-u_E''u_{\tilde E}=2(E-\tilde E)u_Eu_{\tilde E}$. At the origin $W=m(\tilde E)-m(E)$ and at infinity it vanishes, so

$$m(E)-m(\tilde E)=2(E-\tilde E)\int_0^\infty u_Eu_{\tilde E}\,dr .\tag{7}$$

Two levels of the same $H_\beta$ make the left side zero and are orthogonal. The limit $\tilde E\to E$ gives $dm/dE=2N$ with $N=\int u_E^2dr$, and with $dE/d\nu=Z^2/\nu^3$,

$$N=\frac12\,\frac{-2ZF'(\nu)}{Z^2/\nu^3}=\frac{\nu^3}{Z}\Big[\psi'(1-\nu)+\frac1\nu+\frac1{2\nu^2}\Big],\qquad \frac{dE_n}{d\beta}=\frac1{2N}>0 .\tag{8}$$

The normalized eigenfunction has $|u(0)|^2=1/N$.

The Friedrichs extension is defined through the quadratic form $q[u]=\langle u,H_0u\rangle=\int(\frac12|u'|^2-Z|u|^2/r)dr$ on $C_c^\infty$. If $q\ge\lambda\|u\|^2$, the form is completed in the norm $(q[u]+(1-\lambda)\|u\|^2)^{1/2}$, and the self-adjoint operator of the completed form is the Friedrichs extension $H_F$. The inequality survives the completion, so $H_F\ge\lambda$. Take $\omega=1/r-Z$. Expanding the square and integrating $-\omega(|u|^2)'$ by parts, with no boundary term on $C_c^\infty$,

$$\int|u'-\omega u|^2dr=\int\big[|u'|^2+(\omega'+\omega^2)|u|^2\big]dr,\qquad \omega'+\omega^2=-\frac{2Z}r+Z^2 .$$

Therefore $q[u]=\frac12\|u'-\omega u\|^2-\frac12Z^2\|u\|^2\ge-\frac12Z^2\|u\|^2$, and $H_F\ge-Z^2/2$. Being a self-adjoint extension of $H_0$, $H_F$ is one of the $H_\beta$, and every finite $\beta$ has the eigenvalue $E_1<-Z^2/2$. Hence $H_F=H_\infty$, and it is the only extension that keeps the lower bound of $H_0$. The bound is attained by $u=re^{-Zr}$, the solution of $u'=\omega u$.

The same identification follows from the form domain. The choice $\omega=1/2r$ in the identity above has $\omega'+\omega^2=-1/4r^2$ and gives Hardy's inequality $\int|u|^2r^{-2}dr\le4\|u'\|^2$. Then $Z\int|u|^2/r\le Z\|u/r\|\|u\|\le2Z\|u'\|\|u\|\le\frac14\|u'\|^2+4Z^2\|u\|^2$, so the form norm is equivalent to $(\|u'\|^2+\|u\|^2)^{1/2}$, the norm of the Sobolev space $H^1$. On $C_c^\infty$, $|u(r)|^2=|\int_0^ru'|^2\le r\|u'\|^2$, which passes to limits in that norm. Every function in the completion, the space $H^1_0$, vanishes at the origin, so $u_0=0$ on the domain of $H_F$.

For finite $\beta$ a function of type (1) has $\int|u'|^2<\infty$, since $\ln^2r$ is integrable, while $\int|u|^2/r$ diverges logarithmically when $u_0\ne0$. Integrating by parts on $(\epsilon,\infty)$ leaves the boundary term $+\frac12\bar u(\epsilon)u'(\epsilon)$, which by (1) and (3) is $|u_0|^2[\beta/2-Z-Z\ln(2Z\epsilon)]+o(1)$. Thus $\langle u,H_\beta u\rangle=q_\beta[u]$ with

$$q_\beta[u]=\tfrac12\|u'\|^2-Z\lim_{\epsilon\to0}\Big[\int_\epsilon^\infty\frac{|u|^2}{r}dr+|u_0|^2\ln(2Z\epsilon)\Big]+\Big(\frac\beta2-Z\Big)|u_0|^2 .\tag{9}$$

With $b=1/2Z$ the limit equals $\int_0^b(|u|^2-|u_0|^2)dr/r+\int_b^\infty|u|^2dr/r$. For $u\in H^1$, $|u(r)-u_0|\le\sqrt r\,\|u'\|$ and $\sup|u|^2\le2\|u\|\|u'\|$, so the first integral is at most $C\|u\|^{1/2}\|u'\|^{3/2}$, the second at most $2Z\|u\|^2$, and all terms after the first in (9) are bounded by $\frac14\|u'\|^2+C'\|u\|^2$. The form is therefore closed on $H^1$ and bounded below. The same integration by parts gives $q_\beta(v,u)=\langle v,H_\beta u\rangle$ for all $v\in H^1$, so its operator extends $H_\beta$ and, both being self-adjoint, equals it. Since $q_\beta$ increases with $\beta$ and reduces to $q$ on the smaller space $H_0^1$, $H_\beta\le H_{\beta'}\le H_\infty$ as forms for $\beta\le\beta'$. Below $-Z^2/2$ the spectrum of $H_\beta$ is $E_1$ alone: for any other such $E$ and $f\in L^2$, the function $p=(H_\infty-E)^{-1}f$ has $p_0=0$, and $p+cu_E$ obeys (3) when $p_1+cm=\beta c$, which is solved by $c=p_1/(\beta-m(E))$, a bounded functional of $f$. Each $H_\beta$ is stable, but there is no lower bound uniform in $\beta$.

Hydrogen is the operator $-\frac12\nabla^2-Z/r$ in $L^2(\mathbb R^3)$. Hardy's inequality along each ray, applied to $r\Psi$, gives $\|\Psi/r\|^2\le4\int d\Omega\int|(r\Psi)'|^2dr=4\|\partial_r\Psi\|^2$ for smooth $\Psi$, because $|(r\Psi)'|^2=r^2|\Psi'|^2+(r|\Psi|^2)'$. With $\|\nabla\Psi\|^2\le\|\Psi\|\|\nabla^2\Psi\|$, the potential is bounded by an arbitrarily small multiple of the Laplacian plus a constant, and the Kato–Rellich theorem makes the operator self-adjoint on the domain $H^2(\mathbb R^3)$ of the Laplacian. Such functions are bounded, since $\int|\hat\Psi|d^3k\le\|(1+k^2)^{-1}\|\,\|(1+k^2)\hat\Psi\|<\infty$. The $l=0$ part is a self-adjoint extension of $H_0$ whose functions $u=\sqrt{4\pi}\,r\Psi$ vanish at the origin, so it is $H_\infty=H_F$. For $u_0\ne0$ the three-dimensional kinetic energy diverges, $\int_{r>\epsilon}|\nabla\Psi|^2d^3r=\int_\epsilon|u'-u/r|^2dr\simeq|u_0|^2/\epsilon$, and the flux $4\pi r^2(u/r)'=4\pi(ru'-u)\to-4\pi u_0$ shows that $\nabla^2(u/r)$ contains $-4\pi u_0\delta^3(\mathbf r)$. A finite $\beta$ is Coulomb attraction plus a point interaction.

Write $\nu_n=n-\delta_n$ with $0<\delta_n<1$. The reflection formula $\psi(1-\nu)=\psi(\nu)+\pi\cot\pi\nu$ and $\cot\pi(n-\delta)=-\cot\pi\delta$ turn (6) into

$$\pi\cot\pi\delta_n=\frac\beta{2Z}+2\gamma-1+\psi(\nu_n)-\ln\nu_n+\frac1{2\nu_n}.\tag{10}$$

Stirling's series gives $\psi(\nu)-\ln\nu+1/2\nu=-1/12\nu^2+O(\nu^{-4})$, so the quantum defect tends to a constant with $\pi\cot\pi\delta_\infty=\beta/2Z+2\gamma-1$. Linearizing with $d(\pi\cot\pi\delta)=-\pi^2d\delta/\sin^2\pi\delta$ gives the Ritz term $\delta_n-\delta_\infty\simeq\sin^2(\pi\delta_\infty)/(12\pi^2\nu_n^2)$ at large $n$.

For $|\beta|\gg Z$ the root near $n$, $\nu=n-\delta$, has $\pi\cot\pi\delta\simeq1/\delta$, so $1/\delta=\beta/2Z+c_n+O(\delta)$ with $c_n=2\gamma-1+\psi(n)-\ln n+1/2n$. Expanding $-Z^2/2(n-\delta)^2$,

$$\Delta E=-\frac{Z^2\delta}{n^3}\Big(1+\frac{3\delta}{2n}+\dots\Big)\simeq-\frac{2Z^3}{\beta n^3}=2\pi a\,|\Psi_n(0)|^2,\tag{11}$$

which is the Deser formula at leading order in $Za$, with $|\Psi_n(0)|^2=Z^3/\pi n^3$. For $\beta\to+\infty$ each $E_n$ rises to the $n$th Bohr level. For $\beta\to-\infty$, $\delta<0$ and it is $E_{n+1}$ that falls to the $n$th Bohr level, while $E_1$ escapes downward. For small $\nu$ the series gives $\psi(1-\nu)=-\gamma-\zeta(2)\nu-\zeta(3)\nu^2-\dots$ with $\zeta(2)=\pi^2/6$, so

$$m=-\kappa-2Z\Big[\ln\frac\kappa Z+\gamma-1\Big]+\frac{\pi^2Z^2}{3\kappa}+O\Big(\frac{Z^3}{\kappa^2}\Big),$$

and $E_1\simeq-\beta^2/2$ at leading order, the level $e^{-\kappa r}$ of a point interaction without Coulomb field. The logarithm makes the approach slow: for $Z=1$ the ratio $E_1/(-\beta^2/2)$ is $0.61$ at $\beta=-20$ and $0.906$ at $\beta=-200\ \text{bohr}^{-1}$.

As an example take the model parameters $Z=1$, $\beta=2\ \text{bohr}^{-1}$, so $a=-0.5$ bohr and the right side of (6) is $-1$. A bracketing root search on $(0,1)$ gives $\nu_1=0.5938776$, where the four terms of $F$ add up as

$$-2.5174376+0.5210820+0.8419243+0.1544313=-1.0000000 .$$

The energy is $E_1=-1/(2\times0.5938776^2)=-1.4176729\,E_h=-38.58$ eV, against $-13.61$ eV for the Friedrichs extension at fixed nucleus. The next roots are $\nu_2=1.6093074$ and $\nu_3=2.6110154$, with $E_2=-0.1930599\,E_h=-5.25$ eV and $E_3=-0.0733417\,E_h$. With $\psi'(1-\nu_1)=7.082316$, equation (8) gives $N_1=0.5938776^3\,(7.082316+1.683849+1.417673)=2.133057$ bohr, hence $|u(0)|^2=0.468811\ \text{bohr}^{-1}$ and $dE_1/d\beta=0.234405\,E_h\,$bohr. The defects are $\delta_1=0.406122$, $\delta_2=0.390693$, $\delta_3=0.388985$, and $\pi\cot\pi\delta_\infty=1+0.1544313$ gives $\delta_\infty=0.38790717$. The root in $(39,40)$ has $\delta_{40}=0.38791191$, an excess of $4.74\times10^{-6}$, equal to the Ritz term to these digits. Other values of $\beta$ show the interlacing and the rise with $\beta$:

| $\beta$ (bohr$^{-1}$) | $E_1$ ($E_h$) | $E_2$ ($E_h$) | $E_3$ ($E_h$) |
|---|---|---|---|
| $-2$ | $-3.524414$ | $-0.250593$ | $-0.085732$ |
| $0$ | $-2.108326$ | $-0.218684$ | $-0.079091$ |
| $2$ | $-1.417673$ | $-0.193060$ | $-0.073342$ |
| $200$ | $-0.510141$ | $-0.126257$ | $-0.055927$ |
| $\infty$ | $-0.500000$ | $-0.125000$ | $-0.055556$ |

The same levels follow from the form (9) with no special functions. Linear finite elements on $[0,80]$ bohr with nodes $r_j\propto j^3$, 1500 and 3000 elements and Richardson extrapolation in the squared mesh size, with the value at the origin set to zero for $\beta=\infty$, differ from the roots of (6) by less than $10^{-7}E_h$. At $\beta=200\ \text{bohr}^{-1}$ the lowest level lies $1.014\times10^{-2}E_h$ below $-\frac12E_h$, which is 1.4% more than the leading value $1.000\times10^{-2}E_h$ of (11). With $\delta\approx0.01$, the factor $3\delta/2$ adds 1.5% and $c_1=\gamma-\frac12$ removes $c_1\delta\approx0.1\%$.

A finite $\beta$ can describe the levels with $\kappa R\ll1$ of a potential that is Coulombic outside a small radius $R$, provided the matching parameter $\beta_R$ of (12) depends only weakly on $E$; this is examined here for two cores of constant potential. Let the potential be $-K_0^2/2$ for $r<R$. Inside, $u=\sin kr$ with $k^2=K_0^2+2E$, and $L=u'/u$ at $R$ is $k\cot kR$. Continuing outward as $\chi+\beta_R\varphi$ and solving $L=(\chi'+\beta_R\varphi')/(\chi+\beta_R\varphi)$ gives

$$\beta_R=\frac{L\chi-\chi'}{\varphi'-L\varphi}\bigg|_{r=R}.\tag{12}$$

A fixed $\beta_R=\beta$ at $E=0$ as $R\to0$ needs $LR\to0$ by (1), so $K_0R\to\pi/2$ for the shallowest such well, which must be tuned to the edge of binding. The residual error comes from the energy dependence. For the well $dL/dE=k^{-1}(\cot kR-kR/\sin^2kR)\simeq-R$. For the point interaction $b_2$ puts $-2Er$ into $\chi'$, so $dL/dE\simeq-2R$. The well's $L$ exceeds that of $H_\beta$ by $ER$, and $\partial L/\partial\beta=W(\chi,\varphi)/(\chi+\beta\varphi)^2\simeq1$, so the effective parameter is $\beta+ER$ and the level moves by $ER/2N$ at leading order in $R$. For the example, $K_0R=1.557048$ at $R=0.002$ bohr and $1.562978$ at $R=0.001$ bohr. Shooting, with eighth-order Runge–Kutta integration inward to $R$, gives $E-E_1=-6.739\times10^{-4}$ and $-3.348\times10^{-4}E_h$. The estimate for the smaller radius is $-1.4176729\times0.001\times0.234405=-3.323\times10^{-4}E_h$, and for the larger $-6.646\times10^{-4}E_h$, smaller in magnitude than the shooting values by 0.7% and 1.4%; the neglected terms include $\chi+\beta\varphi-1=O(ZR\ln ZR)$.

For an untuned core the levels at fixed energy tend to those of hydrogen as $R\to0$: if $LR$ stays away from zero, the numerator of (12) is $L$ at leading order and the denominator is $1-LR-ZR(2-LR)+\dots$, so $|\beta_R|$ grows at least as $1/R$. When $LR$ also stays away from $1$ this is $\beta_R\simeq L/(1-LR)$; when $LR\to1$ the terms of order $ZR$ in the denominator must be kept, and they can decide the sign. A core that binds by itself keeps its own deep levels in addition: the well with $K_0R=2$ has one with $\kappa R\approx0.64$, so $E\propto-1/R^2$. Cutting the Coulomb potential off at $-Z/R$ means $K_0^2=2Z/R$, so at $E=0$, $L=1/R-K_0^2R/3+\dots=1/R-2Z/3+\dots$. The numerator of (12) is $1/R$ at leading order and the denominator is $(1-2ZR)-(1-ZR)+2ZR/3=-ZR/3$. Hence $\beta_R\simeq-3/ZR^2\to-\infty$, and (11) gives the upward shift $2Z^4R^2/3n^3$, which is also the first-order value $\int_0^R(Z/r-Z/R)\,4(Z/n)^3r^2dr$. For $Z=1$, $R=0.02$ bohr, (12) with the full series gives $\beta_R=-7750.3\ \text{bohr}^{-1}$ against the leading $-7500$, and at $E=-0.49\,E_h$ it gives $-7750.0\ \text{bohr}^{-1}$, so the energy dependence is weak here. The root of (6) in $(1,2)$ lies $2.57960\times10^{-4}E_h$ above $-\frac12E_h$, shooting gives $2.57970\times10^{-4}E_h$, and the leading formula gives $2.667\times10^{-4}E_h$, 3% above the shooting value. The root in $(0,1)$ has $\kappa R=154.7$ and violates $\kappa R\ll1$. The cut-off potential is bounded below by $-Z/R$, so its levels obey $(\kappa R)^2\le2ZR=0.04$, and the deep level of $H_{\beta_R}$ has no counterpart in the core model.

Numerical values quoted here were computed with a short program.
